\section*{Overlap of least resistance in a lap joint of equal films}

\section{Problem}

Two thin films overlap over a length $L$ and a width $W$. Both have sheet resistance $R_s$. Film 1 arrives from the left and ends at $x=L$; film 2 begins at $x=0$ and leaves to the right. The overlap is the region $0<x<L$, and its interface has contact resistivity $\rho_c$, the ratio of local voltage drop to local current density. A current $I$ comes in through film 1 and goes out through film 2. With $V_1(x)$ and $V_2(x)$ the film potentials, the resistance between the outer edges of the overlap is
\begin{equation}
R=\frac{V_1(0)-V_2(L)}{I}.
\label{def}
\end{equation}

(a) For which $L$ is $R$ least, measured in transfer lengths, and what is its value there? (b) Where is the power dissipated at that overlap? (c) Is this overlap also the best choice when the terminals of the whole conductor are fixed? (d) Evaluate the result for a thin TiN film on a shallow n$^+$ silicon layer.

The films are thin enough for each to have one potential at a given $x$. Nothing varies across the width, the interface is uniform and ohmic, and no current passes through the cut ends of the films.

\section{A tempting solution}

The films are alike, so it seems natural to cut the joint along the middle of the interface. The potential there is $V_m=(V_1+V_2)/2$. By symmetry, the argument goes, this plane is an equipotential. Each film then makes contact with an ideal electrode through half the interface, with contact resistivity $\rho_c/2$.

Let $w=V_1-V_m$, and let $I_1$ be the current in film 1, positive to the right. Ohm's law in the film and loss of current through the half interface give
\begin{equation}
w'=-\frac{R_s}{W}I_1,\qquad I_1'=-\frac{2W}{\rho_c}w .
\end{equation}
Differentiating the first equation and inserting the second gives
\begin{equation}
w''=\frac{2R_s}{\rho_c}w=\frac{w}{\lambda^2},\qquad
\lambda=\sqrt{\frac{\rho_c}{2R_s}} .
\label{lambda}
\end{equation}
The conditions $I_1(0)=I$ and $I_1(L)=0$ select
\begin{equation}
w(x)=\frac{IR_s\lambda}{W}\,\frac{\cosh[(L-x)/\lambda]}{\sinh(L/\lambda)} .
\end{equation}
Film 2 contributes an equal drop, so that
\begin{equation}
R_{\rm wrong}=\frac{2w(0)}{I}=\frac{2R_s\lambda}{W}\coth\frac{L}{\lambda}.
\label{wrong}
\end{equation}
This falls steadily with $L$ and levels off at $2R_s\lambda/W$. There would be no best overlap.

\section{Where it fails}

The differential equation is solved correctly. The fault is the equipotential plane. Adding Ohm's law for the two films gives
\begin{equation}
V_1'+V_2'=-\frac{R_s}{W}(I_1+I_2)=-\frac{R_sI}{W},
\label{sum}
\end{equation}
because the two films together carry the full current $I$ through every cross-section. The mean potential $V_m$ therefore falls at the rate $R_sI/(2W)$ and is not constant.

The joint does have a symmetry, but a weaker one. A half turn exchanges the films and also replaces $x$ by $L-x$; it exchanges the inlet with the outlet, so potentials measured from their central value change sign. This makes $V_m(x)-V_m(L/2)$ odd about the centre. It does not make it zero.

Equation (\ref{wrong}) is the answer to a different question. If current enters film 1 and leaves film 2 at the same edge, $x=0$, the films carry opposite currents, $I_1+I_2=0$. The mean potential is then constant, and (\ref{wrong}) gives $[V_1(0)-V_2(0)]/I$ correctly. Feeding the joint from opposite ends adds a net current along the overlap, which contributes $R_sL/(2W)$ to the resistance. It also changes how the films exchange current, and this lowers the rest of the resistance. Equation (\ref{wrong}) misses both effects, which partly cancel.

\section{Solution}

\subsection*{Potentials and resistance}

Let $u=V_1-V_2$. The current passing from film 1 to film 2 per unit length is $Wu/\rho_c$. Thus
\begin{align}
I_1'&=-\frac{W}{\rho_c}u, & I_2'&=+\frac{W}{\rho_c}u,\label{cur}\\
V_1'&=-\frac{R_s}{W}I_1, & V_2'&=-\frac{R_s}{W}I_2 .\label{ohm}
\end{align}
Subtracting the two parts of (\ref{ohm}) gives
\begin{equation}
u'=-\frac{R_s}{W}(I_1-I_2).
\label{uprime}
\end{equation}
One more derivative, with (\ref{cur}), gives
\begin{equation}
u''=-\frac{R_s}{W}\left(-\frac{2W}{\rho_c}u\right)=\frac{u}{\lambda^2},
\end{equation}
with the same $\lambda$ as in (\ref{lambda}). This is the transfer length of the joint: the distance over which the interface voltage decays by a factor $e$ from one edge of a long overlap.

At $x=0$ all the current is in film 1, and at $x=L$ all of it is in film 2. Equation (\ref{uprime}) then requires
\begin{equation}
u'(0)=-\frac{R_sI}{W},\qquad u'(L)=+\frac{R_sI}{W}.
\end{equation}
The end slopes are opposite, so $u$ is even about the centre: $u=A\cosh[(x-L/2)/\lambda]$. Its slope at $x=L$ is $(A/\lambda)\sinh(L/2\lambda)$. Equating this to $R_sI/W$ fixes $A$, and
\begin{equation}
u(x)=\frac{IR_s\lambda}{W}\,
\frac{\cosh[(x-L/2)/\lambda]}{\sinh(L/2\lambda)} .
\label{u}
\end{equation}

The edge potentials follow from the sum $s=V_1+V_2$ and the difference $u$, since $V_1=(s+u)/2$ and $V_2=(s-u)/2$:
\begin{equation}
V_1(0)-V_2(L)=\tfrac12[s(0)-s(L)]+\tfrac12[u(0)+u(L)] .
\end{equation}
By (\ref{sum}), $s(0)-s(L)=R_sIL/W$. By (\ref{u}), $u(0)=u(L)=(IR_s\lambda/W)\coth(L/2\lambda)$. Hence
\begin{equation}
R(L)=\frac{R_s}{W}\left[\frac L2+\lambda\coth\frac{L}{2\lambda}\right].
\label{R}
\end{equation}
The first term is the resistance of two films in parallel. The second is the interface voltage at an edge, divided by $I$.

\subsection*{The minimum}

Put $y=L/(2\lambda)$. Since $d(\coth y)/dy=-1/\sinh^2y$ and $dy/dL=1/(2\lambda)$,
\begin{equation}
\frac{dR}{dL}=\frac{R_s}{2W}\left(1-\frac1{\sinh^2y}\right).
\label{slope}
\end{equation}
The bracket rises steadily with $y$, from large negative values towards $1$. It vanishes once, at $\sinh y=1$, so this is the global minimum:
\begin{equation}
L_{\rm best}=2\,\mathrm{arsinh}(1)\,\lambda=1.763\,\lambda .
\label{best}
\end{equation}
There $\cosh y=\sqrt2$, so $\coth y=\sqrt2$, and
\begin{equation}
R_{\min}=\frac{R_s\lambda}{W}\left[\mathrm{arsinh}(1)+\sqrt2\right]
=2.296\,\frac{R_s\lambda}{W}.
\label{Rmin}
\end{equation}

The number 1.76 belongs to the length $\lambda$, which contains the sum $2R_s$ of the two sheet resistances. The transfer length of one film under an ideal metal is $\sqrt{\rho_c/R_s}=\sqrt2\,\lambda$. In that unit the same overlap is 1.246.

\subsection*{Short and long overlaps}

For small $y$, $\coth y\simeq 1/y+y/3$, and (\ref{R}) becomes
\begin{equation}
R\simeq\frac{R_s\lambda}{W}\left(\frac1y+\frac{4y}{3}\right)
=\frac{\rho_c}{WL}+\frac{2R_sL}{3W},
\end{equation}
where $2R_s\lambda^2=\rho_c$ was used. The first term is the interface crossed uniformly. In the second, each film carries a current that varies linearly between $I$ and zero; the mean square of such a current is $I^2/3$, and there are two films. For $L\gg\lambda$, $\coth y\to1$ and $R\to R_s(L/2+\lambda)/W$: current transfers near both edges and is shared equally in between. The minimum lies between a regime limited by interface area and one limited by film length.

The short limit does not expose the wrong solution. With $L/\lambda=2y$ and the identity $2\coth 2y=\coth y+\tanh y$, subtracting (\ref{wrong}) from (\ref{R}) gives
\begin{equation}
R-R_{\rm wrong}=\frac{R_s\lambda}{W}\,(y-\tanh y)
\simeq\frac{R_s\lambda}{W}\,\frac{y^3}{3}\quad(y\ll1).
\end{equation}
Both terms of the short-overlap expansion therefore agree. In the long limit the two results separate: one levels off and the other grows.

\subsection*{Where the power goes}

Consider the film dissipation minus the interface dissipation, both per unit length:
\begin{equation}
F(x)=\frac{R_s}{W}(I_1^2+I_2^2)-\frac{W}{\rho_c}u^2 .
\end{equation}
By (\ref{cur}), the derivative of the first term is
\begin{equation}
\frac{2R_s}{W}(I_1I_1'+I_2I_2')=-\frac{2R_s}{\rho_c}u(I_1-I_2).
\end{equation}
By (\ref{uprime}), the derivative of the second is
\begin{equation}
-\frac{2W}{\rho_c}uu'=+\frac{2R_s}{\rho_c}u(I_1-I_2).
\end{equation}
They cancel, so $F$ is the same at every $x$. At the centre $u'=0$, hence $I_1=I_2=I/2$, and (\ref{u}) gives $u=IR_s\lambda/(W\sinh y)$. With $\lambda^2/\rho_c=1/(2R_s)$,
\begin{equation}
F=\frac{R_sI^2}{2W}-\frac{R_s^2\lambda^2I^2}{\rho_cW\sinh^2y}
=\frac{R_sI^2}{2W}\left(1-\frac1{\sinh^2y}\right)=I^2\frac{dR}{dL}.
\end{equation}
At the best overlap $F=0$: films and interface dissipate equally at every point, and each takes half of the total power. In a shorter joint the interface dissipates more; in a longer one the films do. The two terms of (\ref{R}) are not this division. The $\coth$ term contains part of the film loss.

\subsection*{Fixed terminals}

The minimum of $R$ is the best design if the lengths of film outside the overlap are held fixed. Suppose instead that the terminals are a fixed distance $D$ apart. The free film then has total length $D-L$, and
\begin{equation}
R_{\rm tot}=\frac{R_s(D-L)}{W}+R(L)
=\frac{R_s}{W}\left[D-\frac L2+\lambda\coth\frac L{2\lambda}\right].
\end{equation}
Its derivative,
\begin{equation}
\frac{dR_{\rm tot}}{dL}=-\frac{R_s}{2W}\left(1+\frac1{\sinh^2y}\right),
\end{equation}
is negative for every $L$. Extra overlap replaces a single film by two in parallel, so the total keeps falling. The answer to (c) is no.

The joint has the resistance of a single film of its own length when $R=R_sL/W$, that is, when $\coth y=y$. The solution is $L=2.399\,\lambda$. A longer joint resists less than the single film it replaces.

\subsection*{Unequal films}

Real films are seldom matched, so let the sheet resistances be $r_1$ and $r_2$. Now $u'=-(r_1I_1-r_2I_2)/W$, and a second derivative gives $u''=u/\lambda^2$ with $\lambda=\sqrt{\rho_c/(r_1+r_2)}$. Write $\ell=L/\lambda$. The end slopes $-r_1I/W$ and $+r_2I/W$ give
\begin{equation}
u=\frac{I\lambda}{W}\,
\frac{r_1\cosh[(L-x)/\lambda]+r_2\cosh(x/\lambda)}{\sinh\ell}.
\end{equation}
The weighted mean $m=(r_2V_1+r_1V_2)/(r_1+r_2)$ has constant slope $-r_1r_2I/[(r_1+r_2)W]$. Since $V_1=m+r_1u/(r_1+r_2)$ and $V_2=m-r_2u/(r_1+r_2)$,
\begin{align}
WR&=\frac{r_1r_2L}{r_1+r_2}+\frac{W}{I}\,\frac{r_1u(0)+r_2u(L)}{r_1+r_2}\nonumber\\
&=\frac{r_1r_2L+\lambda\left[(r_1^2+r_2^2)\coth\ell+2r_1r_2/\sinh\ell\right]}{r_1+r_2}.
\label{uneq}
\end{align}
Setting the derivative with respect to $L$ to zero and multiplying by $(r_1+r_2)\sinh^2\ell$ gives
\begin{equation}
r_1r_2\sinh^2\ell=r_1^2+r_2^2+2r_1r_2\cosh\ell .
\end{equation}
With $\sinh^2\ell=\cosh^2\ell-1$, division by $r_1r_2$ and completion of the square turn this into
\begin{equation}
(\cosh\ell-1)^2=2+\frac{r_1^2+r_2^2}{r_1r_2}=\frac{(r_1+r_2)^2}{r_1r_2}.
\end{equation}
Since $\cosh\ell\ge1$, the positive root applies:
\begin{equation}
\cosh\ell_{\rm best}=1+\frac{r_1+r_2}{\sqrt{r_1r_2}} .
\label{uneqbest}
\end{equation}
Equal films give $\cosh\ell=3$, which is $\sinh(\ell/2)=1$ again. The last fraction equals $2\cosh[\tfrac12\ln(r_2/r_1)]$, so a small mismatch changes $\ell_{\rm best}$ in second order; to first order the best overlap follows $\lambda$.

\section{TiN on n$^+$ silicon}

Take $R_s=100\ \Omega$ per square for both films, $\rho_c=10^{-6}\ \Omega\,$cm$^2=100\ \Omega\,\mu$m$^2$, $W=10\ \mu$m and $I=0.1$ mA. Then
\begin{equation}
\lambda=\sqrt{\frac{100\ \Omega\,\mu{\rm m}^2}{2\times100\ \Omega}}=0.707\ \mu{\rm m},
\qquad L_{\rm best}=1.763\,\lambda=1246\ {\rm nm}.
\end{equation}
With $R_s\lambda/W=7.07\ \Omega$, equation (\ref{Rmin}) gives $R_{\min}=2.296\times7.07\ \Omega=16.2\ \Omega$. The two terms of (\ref{R}) are $6.2\ \Omega$ and $10.0\ \Omega$, while films and interface each dissipate half the power. As a check that does not use the hyperbolic solution, each film was replaced by 800 resistors in series, with conductances between the two chains. The least resistance of this network falls at $1.7628\,\lambda$, against $1.7627\,\lambda$ from (\ref{best}).

The minimum is broad. Half the best overlap costs 24\% in $R$ and twice the best overlap costs 23\%, both relative to $R_{\min}$. Beyond 1697 nm the joint resists less than a single film of the same length.

The inputs are rough. The sheet resistances correspond to plausible material values, while $\rho_c$ is an assumed value, not derived from the doping. A 20 nm TiN film with this sheet resistance has a resistivity of 200 $\mu\Omega\,$cm, a plausible value for a thin deposited film. A 100 nm silicon layer with $10^{20}$ donors per cm$^3$ needs a mobility of 62 cm$^2$/Vs, which is of the right size for such doping. The contact resistivity is far above that sought in advanced transistor contacts, roughly $10^{-8}\ \Omega\,$cm$^2$ or less. At that value $\lambda$ would be ten times smaller, about 71 nm. This is less than the depth of the silicon layer, and the thin-film model would no longer be accurate: resolving the depth then raises the best overlap and the least resistance by 13 to 14\%. The assumed $\rho_c$ is also high for this doping. A simple tunnelling estimate for $10^{20}$ donors per cm$^3$ and a band bending of 0.6 to 0.7 V gives roughly $2\times10^{-8}$ to $4\times10^{-7}\ \Omega\,$cm$^2$, depending on the tunnelling mass and Richardson constant, so $10^{-6}\ \Omega\,$cm$^2$ stands for a poor interface, not a clean one.

For the chosen numbers the neglected effects are small.

\emph{Current spreading in depth.} If current density $J$ enters the top of a film of thickness $t$ and resistivity $R_st$, the vertical current falls linearly to zero at the bottom. The potential at the top then exceeds that at depth $z$ by $R_stJ(z-z^2/2t)$, whose average over depth is $JR_st^2/3$. This acts as an added contact resistivity of $0.33\ \Omega\,\mu$m$^2$, or 0.33\% of $\rho_c$. Since $\lambda\propto\sqrt{\rho_c}$, the best overlap should grow by about 0.17\%. A network that resolves the silicon in ten layers gives $+0.16\%$ for the overlap and $+0.17\%$ for the resistance; with finer resolution in depth both shifts settle near $+0.16\%$.

\emph{Depletion.} In the full-depletion approximation, an assumed band bending $\phi=0.6$ V depletes a depth $\sqrt{2\varepsilon\phi/(qN)}=2.8$ nm, with $\varepsilon$ the permittivity of silicon, $N$ the donor density and $q$ the elementary charge. At fixed mobility this raises the silicon sheet resistance under the metal to 102.9 $\Omega$ per square. Equation (\ref{uneqbest}) then moves the best overlap by $-0.7\%$, and (\ref{uneq}) raises $R$ at the original overlap by 0.7\%.

\emph{Nonlinearity and heating.} The interface voltage is 1.0 mV at the edges and 0.71 mV at the centre, against $kT/q=25.9$ mV at 300 K. For a contact law $J\propto e^{qu/kT}-1$, the leading relative departure from linearity is $qu/(2kT)$, or 1.9\% at the edge. With this law the best overlap moves by about 1.5\% and the least resistance by about 0.8\%, down in forward and up in reverse polarity. At $10^{20}$ donors per cm$^3$ a clean contact conducts mainly by tunnelling, whose departure from linearity at 1 mV is estimated at only a few tenths of a per cent, so these figures are on the high side. The dissipated power $P$ is 0.16 $\mu$W; with a silicon thermal conductivity $k_{\rm th}$ of 100 W/(m\,K), the estimate $P/(k_{\rm th}L)$ gives a temperature rise near 1 mK. For the heat of the joint alone on bulk silicon this is too high, because it ignores spreading over the larger width $W$; that part is about 0.2 mK. The free films carry the same current, and over tens to hundreds of micrometres their heat brings the rise back to 1 to 2 mK, which is still negligible.

Uncertainty in the inputs matters more. If $\rho_c$ is half or twice the assumed value, the best overlap becomes 881 nm or 1763 nm. Keeping 1246 nm then costs about 6\% relative to the minimum for the actual $\rho_c$. The real uncertainty in $\rho_c$ can be a factor of ten: at $10^{-7}\ \Omega\,$cm$^2$ the best overlap is about 0.39 $\mu$m, and the correction for depth grows to 1.6\%. Equal sheet resistance is the assumption that a thicker metal film breaks most strongly. For $r_1=10\ \Omega$ and $r_2=100\ \Omega$ per square, with $\rho_c$ unchanged, (\ref{uneqbest}) gives $\cosh\ell=1+110/\sqrt{1000}=4.48$, so $\ell=2.18$. With $\lambda=\sqrt{100/110}\ \mu{\rm m}=0.95\ \mu$m, the best overlap is about 2.1 $\mu$m. The factor 1.76 is thus a design rule for matched films that are thin compared with $\lambda$, joined by a uniform ohmic interface, and whose free lengths are fixed. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
sheet resistance of each film: 100 ohm/sq
contact resistivity: 1.0e-06 ohm cm2
width: 10 um; current: 0.10 mA
thickness: TiN 20 nm, n+ Si 100 nm
implied TiN resistivity: 200 uohm cm
donors: 1.0e+20 cm-3; implied mobility: 62 cm2/Vs
joint transfer length lambda: 707.1 nm
single-film length sqrt(rho_c/Rs): 1000.0 nm
best L/lambda, formula: 1.7627; network: 1.7628
best L / single-film length: 1.2465
best overlap: 1246 nm
minimum R*W/(Rs*lambda): 2.2956
minimum resistance, formula: 16.232 ohm
minimum resistance, network: 16.232 ohm
  part Rs*L/(2W): 6.232 ohm
  part with coth: 10.000 ohm
share of power lost in films at optimum: 0.5000
R at 0.5 x best overlap: 20.187 ohm (+24.4 %)
R at 2.0 x best overlap: 19.965 ohm (+23.0 %)
L/lambda where joint equals one film: 2.3994
that length: 1697 nm
interface voltage: edge 1.000 mV, centre 0.707 mV
Neglected effects
depth-resolved Si: R 16.259 ohm (+0.17 %)
depth-resolved Si: best overlap 1248 nm (+0.16 %)
band bending assumed: 0.6 V; relative permittivity: 11.7
depletion width: 2.79 nm
Si sheet resistance under metal: 102.9 ohm/sq
depletion: best overlap 1238 nm (-0.70 %)
depletion: R at unchanged overlap 16.348 ohm (+0.71 %)
thermal voltage at 300 K: 25.85 mV
nonlinearity u/(2kT/q) at edge: 1.9 %
power: 0.162 uW; Si conductivity: 100 W/(m K)
self-heating estimate P/(k L): 1.30 mK
rho_c x 0.5: best overlap 881 nm; loss if L is kept 5.7 %
rho_c x 2.0: best overlap 1763 nm; loss if L is kept 5.9 %
\end{verbatim}
